# Elastic Constants under Initial Stress: Energy Derivatives and Stress-Strain Coefficients

**Q.** I have a cubic crystal under pressure. I strain the cell, compute the energy, and divide its second derivatives by the volume. At zero pressure this gives the coefficients of Hooke's law. Why should the loaded crystal be any different?

**A.** Because the loaded crystal has an energy term linear in strain. Two strain measures that agree to first order can differ at second order, and the linear term turns that difference into a change of the second derivative. So we must first say which strain is used.

Let $X$ be atomic positions in the loaded state, which has volume $V$ and Cauchy stress $\sigma^0_{ij}$, that is, force per actual area, positive in tension. A further homogeneous deformation takes $X$ to $x=FX$. The Lagrangian strain is
$$\eta=\tfrac12(F^{T}F-1).$$
Repeated indices are summed throughout.

**Q.** Why this quadratic object, and not simply the symmetric part of $F-1$?

**A.** Because the energy depends on $F$ through $\eta$ alone. Any $F$ with positive determinant can be written $F=RU$, with $R$ a rotation and $U$ symmetric and positive. A rigid rotation costs no energy, so $E(F)=E(U)$. Since $F^TF=UR^TRU=U^2$, we have $U=(1+2\eta)^{1/2}$, which is fixed by $\eta$. The symmetric part of $F-1$ lacks this property: under a pure rotation by a finite angle it is not zero.

If $E$ is smooth, we may expand
$$E=E_0+V\left[T^0_{ij}\eta_{ij}+\tfrac12 C_{ijkl}\,\eta_{ij}\eta_{kl}+\dots\right],\qquad C_{ijkl}=\frac1V\frac{\partial^2E}{\partial\eta_{ij}\partial\eta_{kl}}\bigg|_{\eta=0}.$$
Derivatives treat $\eta_{ij}$ and $\eta_{ji}$ symmetrically, so $C_{ijkl}$ is unchanged by $i\leftrightarrow j$, by $k\leftrightarrow l$ and by exchange of the two pairs.

Here $E$ is the static energy. If the cell has internal coordinates, they are relaxed at each strain. At finite temperature, the free energy at fixed temperature gives isothermal coefficients, and the internal energy at fixed entropy gives adiabatic ones.

**Q.** You wrote $T^0$ for the linear coefficient. Is it the stress or not?

**A.** In the loaded reference state, $F=1$, it is; for other $F$ the energy derivative in general differs from the Cauchy stress. Virtual work shows both. Let the crystal already be deformed by $F$, with volume $VJ$, $J=\det F$, and uniform Cauchy stress $\sigma$. Displace its points further by $\delta u_i=\delta a_{ik}x_k$. The surface forces do the work
$$\oint \sigma_{ij}n_j\,\delta a_{ik}x_k\,dS=\sigma_{ij}\,\delta a_{ik}\int\frac{\partial x_k}{\partial x_j}\,dv=VJ\,\sigma_{ij}\,\delta a_{ij},$$
by the divergence theorem. This work equals $\delta E$. An antisymmetric $\delta a$ is a small rotation and costs nothing, so $\sigma$ is symmetric.

Now compute $\delta E$ from the strain. Define $T_{kl}=(1/V)\,\partial E/\partial\eta_{kl}$ at the current $\eta$. With $\delta F=\delta a\,F$,
$$\delta\eta=\tfrac12(\delta F^{T}F+F^{T}\delta F)=F^{T}\,\tfrac12(\delta a+\delta a^{T})\,F,$$
and therefore
$$\delta E=V\,T_{kl}\,\delta\eta_{kl}=V\,(FTF^{T})_{ij}\,\delta a_{ij}.$$
The symmetrization of $\delta a$ could be dropped in the last form because $FTF^T$ is symmetric. The two expressions for $\delta E$ agree for every $\delta a$, so
$$\sigma=\frac{1}{J}\,F\,T\,F^{T}.$$
At $F=1$ this gives $T^0=\sigma^0$. At any other $F$, the energy derivative $T$ must be carried through $F$ and divided by the volume ratio before it is the Cauchy stress.

**Q.** For an infinitesimal strain, $F$ is nearly the identity. Surely those factors can be ignored.

**A.** They differ from one at first order in strain, and they multiply a stress $\sigma^0$ that is not small. The product is of first order, as is the Hooke term. It drops out for every strain only if $\sigma^0=0$.

Write $F=1+\varepsilon+\omega$, with $\varepsilon$ symmetric and $\omega$ antisymmetric. To first order,
$$\eta=\varepsilon,\qquad T_{ij}=\sigma^0_{ij}+C_{ijkl}\varepsilon_{kl},\qquad \frac1J=1-\operatorname{tr}\varepsilon .$$
Using $F^T=1+\varepsilon-\omega$ and writing $C{:}\varepsilon$ for $C_{ijkl}\varepsilon_{kl}$,
$$\sigma=(1-\operatorname{tr}\varepsilon)(1+\varepsilon+\omega)(\sigma^0+C{:}\varepsilon)(1+\varepsilon-\omega).$$
Keep the terms with one factor of $\varepsilon$ or $\omega$:
$$d\sigma=C{:}\varepsilon+\varepsilon\sigma^0+\sigma^0\varepsilon-\sigma^0\operatorname{tr}\varepsilon+(\omega\sigma^0-\sigma^0\omega).$$

**Q.** The last bracket contains no strain. How can a stress-strain law depend on rotation?

**A.** The bracket is the old stress turning with the crystal. A bar under tension along $x$, rotated slightly towards $y$, acquires a component $\sigma_{xy}$ although nothing has been strained. To define stress-strain coefficients we therefore specify $\omega=0$:
$$d\sigma_{ij}=B_{ijkl}\,d\varepsilon_{kl}\qquad\text{for }F=1+\varepsilon .$$
Under hydrostatic load this choice does not matter, since $\sigma^0$ is then a multiple of the identity and commutes with $\omega$.

**Q.** Then write $B$ with its indices. I want to see where the factors of one half come from.

**A.** Take the terms in turn:
$$(\varepsilon\sigma^0)_{ij}=\delta_{ik}\sigma^0_{jl}\,\varepsilon_{kl},\qquad(\sigma^0\varepsilon)_{ij}=\delta_{jl}\sigma^0_{ik}\,\varepsilon_{kl},\qquad \sigma^0_{ij}\operatorname{tr}\varepsilon=\sigma^0_{ij}\delta_{kl}\,\varepsilon_{kl}.$$
Because $\varepsilon_{kl}=\varepsilon_{lk}$, only the part of each coefficient symmetric in $k,l$ is determined. We replace each coefficient by the average over the exchange $k\leftrightarrow l$, which introduces the halves:
$$B_{ijkl}=C_{ijkl}+\tfrac12\left(\delta_{ik}\sigma^0_{jl}+\delta_{il}\sigma^0_{jk}+\delta_{jl}\sigma^0_{ik}+\delta_{jk}\sigma^0_{il}-2\,\delta_{kl}\sigma^0_{ij}\right).$$
This is Wallace's relation. It holds for any crystal symmetry and any homogeneous initial stress, for small further strains.

**Q.** The last term is lopsided. Exchange $ij$ with $kl$ and it changes. An elastic matrix ought to be symmetric.

**A.** $C$ is symmetric, being a second derivative. $B$ need not be. The first four stress terms go into one another under the exchange, so
$$B_{ijkl}-B_{klij}=\delta_{ij}\sigma^0_{kl}-\delta_{kl}\sigma^0_{ij}.$$
Set $i=j=1$ and $k\ne l$: the right side is $\sigma^0_{kl}$. Set $i=j=1$ and $k=l=2$: it is $\sigma^0_{22}-\sigma^0_{11}$. The same holds for the other axes. Hence $B$ is symmetric only when all shear stresses vanish and all normal stresses are equal. Under any other load, the Cauchy stress increments are not the derivatives of a single quadratic function of $\varepsilon$.

**Q.** My load is hydrostatic, so let us use that.

**A.** Put $\sigma^0_{ij}=-P\delta_{ij}$; the minus sign appears because pressure is compressive and tension is positive. The four symmetric terms add up to $-2P(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$, and the last becomes $+2P\delta_{ij}\delta_{kl}$. With the factor one half,
$$B_{ijkl}=C_{ijkl}+P\left(\delta_{ij}\delta_{kl}-\delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk}\right).$$
For the three independent cubic entries the bracket is

- $1111$: $1-1-1=-1$,
- $1122$: $1-0-0=+1$,
- $2323$: $0-1-0=-1$.

Thus
$$B_{11}=C_{11}-P,\qquad B_{12}=C_{12}+P,\qquad B_{44}=C_{44}-P .$$

**Q.** Shear entries often hide factors of two. Is it really $P$ in the last one, and not $P/2$ or $2P$?

**A.** With engineering shear $e_4=2\varepsilon_{23}$,
$$d\sigma_{23}=B_{2323}\varepsilon_{23}+B_{2332}\varepsilon_{32}=2B_{2323}\varepsilon_{23}=B_{2323}\,e_4,$$
so $B_{44}=B_{2323}$. On the energy side, four index combinations contribute, and $\tfrac12\cdot4\,C_{2323}\eta_{23}^2=\tfrac12C_{2323}(2\eta_{23})^2$. So $C_{44}=C_{2323}$ is the second derivative with respect to $2\eta_{23}$. Both sides use the same convention, and the shift is $P$.

**Q.** I can follow the indices, but why does pressure lower one coefficient and raise another?

**A.** Return to $\sigma=FTF^T/J$ and stretch the crystal along axis 1 by $\varepsilon$.

For $\sigma_{11}$, the two factors of $F$ give $(1+\varepsilon)^2$ and the volume gives $1/(1+\varepsilon)$. The old stress is multiplied by $1+\varepsilon$ in all, which adds $-P\varepsilon$.

For $\sigma_{22}$, the factors of $F$ are one, and the volume ratio remains. The old stress $-P$ is divided by $1+\varepsilon$, which adds $+P\varepsilon$. Geometrically, the faces normal to axis 2 have grown in area.

For a pure shear the volume is unchanged to first order. The terms $\varepsilon\sigma^0+\sigma^0\varepsilon$ give $-2P\varepsilon_{23}=-Pe_4$.

**Q.** My program does not use $\eta$. It applies $F=1+\varepsilon$ and differentiates the energy in $\varepsilon$. Do I subtract $P$ from those numbers?

**A.** Not in general, because they are not the $C_{ijkl}$ defined above. For $F=1+\varepsilon$,
$$\eta=\tfrac12\left[(1+\varepsilon)^2-1\right]=\varepsilon+\tfrac12\varepsilon^2 .$$
Insert this in the expansion of the energy. The linear term now contributes at second order:
$$\frac{E-E_0}{V}=-P\operatorname{tr}\varepsilon-\tfrac12P\operatorname{tr}\varepsilon^2+\tfrac12C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}+\dots$$
Now $\operatorname{tr}\varepsilon^2$ contains $\varepsilon_{11}^2$, has no product $\varepsilon_{11}\varepsilon_{22}$, and contains $2\varepsilon_{23}^2=\tfrac12e_4^2$. The second derivatives per volume are therefore
$$11:\ C_{11}-P,\qquad 12:\ C_{12},\qquad 44:\ C_{44}-\tfrac12P .$$
The first already equals $B_{11}$. The second still needs $+P$, and the third still needs $-P/2$.

**Q.** That is awkward. Is there a quantity whose second derivatives give $B$ directly?

**A.** Yes: add the energy of the pressure source, $P$ times the deformed volume with $P$ held fixed. The determinant is
$$\det(1+\varepsilon)=1+\operatorname{tr}\varepsilon+\tfrac12\left[(\operatorname{tr}\varepsilon)^2-\operatorname{tr}\varepsilon^2\right]+\dots$$
For $H=E+PV\det(1+\varepsilon)$ the linear terms cancel, and
$$\frac{H-H_0}{V}=\tfrac12\left[C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}+P(\operatorname{tr}\varepsilon)^2-2P\operatorname{tr}\varepsilon^2\right]=\tfrac12B_{ijkl}\varepsilon_{ij}\varepsilon_{kl}$$
to second order. The last equality follows from the hydrostatic $B_{ijkl}$, since $(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\varepsilon_{ij}\varepsilon_{kl}=2\operatorname{tr}\varepsilon^2$.

As $H$ has no linear term, replacing $\varepsilon$ by another strain measure that agrees to first order leaves its second derivatives unchanged. The ambiguity we began with is gone.

This also shows which coefficients govern stability. At fixed pressure, the crystal resists every small homogeneous strain if the quadratic form is positive. For a cubic crystal this means
$$B_{11}+2B_{12}>0,\qquad B_{11}-B_{12}>0,\qquad B_{44}>0,$$
the first two being the eigenvalues of the $3\times3$ block of normal strains. Instabilities at finite wavelength are not covered.

**Q.** Can I avoid the pressure term altogether by choosing clever strains?

**A.** For the shear coefficients, yes. If $\det F=1$ along the whole path, $H$ and $E$ differ by a constant, and the energy alone has the curvature given by $B$. Two such paths are:

- $F=\mathrm{diag}(e^{s},e^{-s},1)$. To first order $\varepsilon_{11}=s$ and $\varepsilon_{22}=-s$, so $B_{ijkl}\varepsilon_{ij}\varepsilon_{kl}=2(B_{11}-B_{12})s^2$ and $E''(s)/V=2(B_{11}-B_{12})$.
- $F_{22}=F_{33}=\cosh s$, $F_{23}=F_{32}=\sinh s$, $F_{11}=1$. The determinant is $\cosh^2s-\sinh^2s=1$. To first order $e_4=2s$, so $E''(s)/V=4B_{44}$.

The remaining combination changes the volume. For $\varepsilon_{ij}=\delta_{ij}\,dV/(3V)$ each normal stress changes by $(B_{11}+2B_{12})\,dV/(3V)$, and this is $-dP$. The bulk modulus $K=-V\,dP/dV$ is then
$$K=\tfrac13(B_{11}+2B_{12})=\tfrac13(C_{11}+2C_{12}+P).$$

**Q.** How large is all this in a case with numbers?

**A.** Take a model fcc crystal, with round parameters and not meant as any material. Its energy per atom is
$$E=\sum_nA\,e^{-p(r_n/r_0-1)}-\xi\Big[\sum_ne^{-2q(r_n/r_0-1)}\Big]^{1/2},$$
with $A=0.004$ hartree, $\xi=0.05$ hartree, $p=10$, $q=3$, $r_0=5.4$ bohr, and a fixed list of 140 neighbours. There is one atom per primitive cell, so no internal coordinate needs relaxing.

Compressing the lattice constant from 7.484 to 7.097 bohr gives $P=0.001$ hartree/bohr³, or 29.4 GPa. The volume is then 85.3 percent of its zero-pressure value. Differentiating the energy in $\eta$ at this volume gives, in units of $10^{-3}$ hartree/bohr³,
$$C_{11}=11.327,\qquad C_{12}=7.195,\qquad C_{44}=4.822 .$$
In the same units $P=1.000$, so the relation predicts
$$B_{11}=11.327-1.000=10.327,\quad B_{12}=7.195+1.000=8.195,\quad B_{44}=4.822-1.000=3.822 .$$

**Q.** That is subtraction. What would have exposed a wrong sign?

**A.** A calculation of $B$ that does not use $C$. A virtual displacement changes each bond by $r\,\delta r=x_i\,\delta a_{ij}\,x_j$, so the virtual-work expression gives the stress as a sum over bonds,
$$\sigma_{ij}=\frac1v\sum_n\frac{\partial E}{\partial r_n}\,\frac{x_{n,i}\,x_{n,j}}{r_n},$$
with $v$ the current volume per atom. Straining the crystal and differencing this stress gives 10.327, 8.195 and 3.822, in agreement with the prediction. In GPa these are $B_{11}=303.8$, $B_{12}=241.1$ and $B_{44}=112.5$. Each entry is compared with its own prediction, so the sign and size of each shift are tested separately.

The second derivatives in $\varepsilon$ come out as 10.327, 7.195 and 4.322, as derived: $C_{11}-P$, $C_{12}$ and $C_{44}-P/2$.

**Q.** So if I had simply used $C$ in Hooke's law, how wrong would I be?

**A.** Relative to $B$, you would be 9.7 percent too high for 11, 12.2 percent too low for 12, and 26.2 percent too high for 44. The last is the largest because $B_{44}$ is the smallest coefficient, and the error is $P/B_{44}=1.000/3.822$.

The resistance to tetragonal shear suffers more. In the same units $C_{11}-C_{12}=4.132$, whereas
$$B_{11}-B_{12}=C_{11}-C_{12}-2P=4.132-2.000=2.132 .$$
Using $C$ would nearly double it. All three stability conditions hold at this load. The two shear margins, $B_{11}-B_{12}$ and $B_{44}$, are smaller than $C$ suggests, while $B_{11}+2B_{12}=C_{11}+2C_{12}+P$ is larger. The volume-conserving path $F=\mathrm{diag}(e^{s},e^{-s},1)$, an orthorhombic distortion, confirms the value of $B_{11}-B_{12}$: its curvature per volume is $4.264=2\times2.132$.

For the bulk modulus,
$$K=\tfrac13(11.327+2\times7.195+1.000)=8.906,$$
or 262.0 GPa, which agrees with the second derivative of energy in volume. Leaving out $P$ gives 8.573, which is 3.7 percent below $K$.

**Q.** May I then take elastic constants computed at zero pressure and subtract or add $P$?

**A.** No. Both $B$ and $C$ in the relation belong to the loaded state, and $V$ is the loaded volume. As the crystal is compressed, $C$ itself changes, and to first order in the compression that change involves third derivatives of the energy. The relation says nothing about them. It connects two descriptions of one state, and they coincide when the stress of that state is zero.

It also presupposes a smooth energy. At a structural transition where the relaxed energy has a kink, or once the crystal flows plastically, the expansion we started from is not available.

**Q.** And if the load is not quite hydrostatic?

**A.** Then use the general relation with the full stress tensor. The numerical check does this for a skewed version of the crystal, with normal stresses $-0.789$, $-0.885$ and $-0.845$ and shear stresses up to $0.080$, again in $10^{-3}$ hartree/bohr³. All 36 Voigt entries of $B$ follow the relation within numerical error. The largest asymmetry, $|B_{ab}-B_{ba}|=0.096$, equals the difference of the first two normal stresses, $0.885-0.789$, as the asymmetry formula requires for the pair 11 and 22.

## Computed results

```
repulsion A = 0.004 hartree, attraction xi = 0.05 hartree
p = 10.0, q = 3.0, r0 = 5.4 bohr, neighbours = 140
lattice constant at zero pressure = 7.48401 bohr
lattice constant under load = 7.09735 bohr
volume per atom under load = 89.3777 bohr^3
volume ratio loaded/free = 0.85288
pressure P, virial = 0.0010000 hartree/bohr^3
pressure P, energy-volume slope = 0.0010000 hartree/bohr^3
pressure P = 29.421 GPa
Second derivatives in Lagrangian strain:
  C11 = 0.0113272 hartree/bohr^3 = 333.26 GPa
  C12 = 0.0071954 hartree/bohr^3 = 211.70 GPa
  C44 = 0.0048222 hartree/bohr^3 = 141.87 GPa
Shifted values from the relation:
  C11 - P = 0.0103272 hartree/bohr^3
  C12 + P = 0.0081954 hartree/bohr^3
  C44 - P = 0.0038222 hartree/bohr^3
Stress-strain coefficients from the change of stress:
  B11 = 0.0103272 hartree/bohr^3 = 303.84 GPa
  B12 = 0.0081954 hartree/bohr^3 = 241.12 GPa
  B44 = 0.0038222 hartree/bohr^3 = 112.45 GPa
Energy curvatures in eps (F = 1 + eps):
  11: 0.0103272 hartree/bohr^3
  12: 0.0071954 hartree/bohr^3
  44: 0.0043222 hartree/bohr^3
Error of taking C for B, (C - B)/B:
  11: 9.68 percent
  12: -12.20 percent
  44: 26.16 percent
bulk modulus, energy-volume = 0.0089060 hartree/bohr^3 = 262.02 GPa
(B11 + 2 B12)/3 = 0.0089060 hartree/bohr^3
(C11 + 2 C12)/3, P left out = 0.0085727 hartree/bohr^3
tetragonal path curvature/V = 0.0042635 hartree/bohr^3
2(B11 - B12) = 0.0042635 hartree/bohr^3
shear path curvature/V = 0.0152889 hartree/bohr^3
4 B44 = 0.0152889 hartree/bohr^3
Skewed crystal, initial stress in hartree/bohr^3:
  11, 22, 33: -0.000789, -0.000885, -0.000845
  23, 13, 12: 0.000080, 0.000030, 0.000071
  largest |B - C| = 0.000885 hartree/bohr^3
  largest |B_ab - B_ba| = 0.000096 hartree/bohr^3
  largest error of general relation = 1.3e-11 hartree/bohr^3
```
